# Absorption peaks and energy-loss peaks of a Lorentz oscillator

**Q:** I have modelled liquid methane as a Lorentz medium. The imaginary part of its dielectric function has one strong maximum, at 17.5 eV. All the valence electrons oscillate together there and absorb the most energy, so I call it the plasmon. A fast electron crossing the liquid should then lose mostly 17.5 eV.

**A:** "Absorb the most" depends on what is held fixed while the frequency is varied. Which field drives your electrons?

**Q:** The electric field $E$ in the medium. Each electron obeys $m\ddot x+m\gamma\dot x+m\omega_0^2x=-eE$. With $n$ electrons per volume the polarization is $P=-nex$.

**A:** Multiply that equation by $-ne/(\varepsilon_0m)$ and write $p=P/\varepsilon_0$:

$$\ddot p+\gamma\dot p+\omega_0^2p=\omega_p^2E,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

For fields varying as $e^{-i\omega t}$, each time derivative gives $-i\omega$, so $p=\omega_p^2E/(\omega_0^2-\omega^2-i\gamma\omega)$. Since $D=\varepsilon_0(E+p)=\varepsilon_0\varepsilon E$,

$$\varepsilon=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega},\qquad
\varepsilon_2\equiv\mathrm{Im}\,\varepsilon=\frac{\omega_p^2\gamma\omega}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.$$

This assumes a homogeneous, isotropic bulk medium with a local response and no other polarizable background. The mean power taken up per volume is

$$\overline{E\dot D}=\tfrac12\mathrm{Re}\left[E^*(-i\omega\varepsilon_0\varepsilon E)\right]=\tfrac12\varepsilon_0\,\omega\varepsilon_2|E|^2 .$$

So $\omega\varepsilon_2$ measures absorption at given $E$, the field of a transverse light wave inside the medium. Dividing numerator and denominator by $\omega^2$ gives

$$\omega\varepsilon_2=\frac{\omega_p^2\gamma}{(\omega-\omega_0^2/\omega)^2+\gamma^2},$$

which is largest exactly at $\omega_0$.

**Q:** And a fast electron doesn't fix $E$?

**A:** It fixes $D$. Its charge density obeys $\nabla\cdot D=\rho_{\rm ext}$, and without retardation its field is longitudinal, so $\rho_{\rm ext}$ determines $D$ whatever the medium does. The field inside is $E=D/(\varepsilon_0\varepsilon)$. Put this into the same power formula:

$$\overline{E\dot D}=\frac{\omega|D|^2}{2\varepsilon_0}\,\frac{\varepsilon_2}{|\varepsilon|^2}=\frac{\omega|D|^2}{2\varepsilon_0}\,L,\qquad L=\mathrm{Im}\left(-\frac1\varepsilon\right).$$

The last step uses $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$. Each loss event costs $\hbar\omega$, so the number of events at given $D$ is proportional to $L$. This is the energy-loss function.

**Q:** The numerator is still $\varepsilon_2$. Why should the maximum move?

**A:** Because $|\varepsilon|^2$ is large where you want the peak. At $\omega_0$ your formula gives $\varepsilon=1+i\omega_p^2/(\gamma\omega_0)$: a strongly absorbing medium also screens the probe strongly. To find where the peak goes, return to the equation of motion and insert $E=D/\varepsilon_0-p$:

$$\ddot p+\gamma\dot p+(\omega_0^2+\omega_p^2)\,p=\omega_p^2\,\frac{D}{\varepsilon_0}.$$

The term $-p$ is the field of the charge that the displaced electrons pile up. It pulls them back and stiffens the oscillator. A transverse wave piles up no charge in the bulk, so there the restoring constant stays at $\omega_0^2$.

The algebra agrees. With $\Delta=\omega_0^2-\omega^2-i\gamma\omega$ we have $\varepsilon=(\Delta+\omega_p^2)/\Delta$, hence

$$1-\frac1\varepsilon=\frac{\omega_p^2}{\Delta+\omega_p^2}=\frac{\omega_p^2}{\omega_L^2-\omega^2-i\gamma\omega},\qquad \omega_L=\sqrt{\omega_0^2+\omega_p^2}.$$

The 1 is real, so $L$ is your absorption line with $\omega_0$ replaced by $\omega_L$, and $\omega L$ peaks exactly at $\omega_L$.

**Q:** You say $\omega L$. Where is the maximum of $L$ itself?

**A:** Slightly lower. Let $W$ stand for $\omega_0$ or $\omega_L$, $x=\omega^2$ and $F=(W^2-x)^2+\gamma^2x$. Both lines have the shape $\omega/F$, stationary when $F=\omega\,dF/d\omega=2x\,dF/dx$:

$$(W^2-x)^2+\gamma^2x=2x\left[-2(W^2-x)+\gamma^2\right].$$

Expanding and collecting terms gives

$$3x^2-(2W^2-\gamma^2)x-W^4=0.$$

The product of the roots is negative, so there is one positive root and one peak. For weak damping set $x=W^2+\delta$. The terms of leading order are $4W^2\delta+\gamma^2W^2=0$, so $\delta=-\gamma^2/4$ and

$$\omega_{\rm peak}\approx W-\frac{\gamma^2}{8W}.$$

**Q:** Let me put in my numbers. I took $1.6\times10^{22}$ molecules per cm³, roughly the liquid density, eight valence electrons each, and a damping $\hbar\gamma=5$ eV that I simply chose.

**A:** Then $n=1.28\times10^{23}$ cm⁻³ and $\hbar\omega_p=13.29$ eV. How did you get $\omega_0$?

**Q:** From the static polarizability of one molecule, 15.93 atomic units in restricted Hartree–Fock with the aug-cc-pVDZ basis and a C–H length of 1.087 Å. One line carrying $N=8$ electrons has $\alpha=N/\omega_a^2$ in atomic units, so $\omega_a=\sqrt{8/15.93}=0.709$ hartree, or 19.28 eV. Then I included the local field.

**A:** That step deserves writing out. A molecule feels $E+p/3$, the Lorentz field for cubic or isotropic surroundings. So $\ddot p+\gamma\dot p+\omega_a^2p=\omega_p^2(E+p/3)$, and moving the last term to the left gives

$$\omega_0^2=\omega_a^2-\tfrac13\omega_p^2,\qquad \omega_L^2=\omega_a^2+\tfrac23\omega_p^2 .$$

An explicit sum over point dipoles on a simple cubic lattice, in the long-wavelength limit, gives shifts of $-0.33333\,\omega_p^2$ and $+0.66667\,\omega_p^2$. For a liquid the Lorentz field remains an assumption. In eV²,

$$(\hbar\omega_0)^2=371.86-58.83=313.03,\qquad(\hbar\omega_L)^2=313.03+176.49=489.52,$$

so $\hbar\omega_0=17.7$ eV and $\hbar\omega_L=22.1$ eV. The maximum of $\varepsilon_2$ is at 17.5 eV, as you found. That of $L$ is at 22.0 eV (a wavelength near 56 nm), since $\gamma^2/(8\omega_L)$ amounts to 0.14 eV. The last digits depend on the basis: aug-cc-pVTZ and aug-cc-pVQZ give $\alpha=15.99$, which lowers $\hbar\omega_a$ to 19.25 eV and the two maxima by 0.05 and 0.03 eV.

The screening is visible in the values:

- At $\omega_0$: $\varepsilon_2=2.00$ and $|\varepsilon|^2=4.98$, so $L=0.40$.
- At $\omega_L$: $\varepsilon_2=0.45$ and $|\varepsilon|^2=0.28$, so $L=1.60$.

Following the oscillator in time after a sudden kick shows the same thing. With $E$ prescribed, the absorptive part of its spectrum peaks at 17.5 eV; with $D$ prescribed, at 22.0 eV.

**Q:** Has the absorption at 17.5 eV been lost, then?

**A:** The strength has moved. With $s=\omega-W^2/\omega$, both $\omega\varepsilon_2$ and $\omega L$ equal $f(s)=\omega_p^2\gamma/(s^2+\gamma^2)$. The substitution $\omega\to W^2/\omega$ changes $s$ to $-s$, leaves $f$ unchanged and turns $d\omega$ into $(W^2/\omega^2)\,d\omega$. Averaging the two forms of the integral, and using $ds=(1+W^2/\omega^2)\,d\omega$,

$$\int_0^\infty f\,d\omega=\frac12\int_0^\infty f\left(1+\frac{W^2}{\omega^2}\right)d\omega=\frac12\int_{-\infty}^{\infty}f\,ds=\frac{\pi}{2}\omega_p^2 .$$

$W$ has dropped out. Numerical integration gives 277.2 eV² for both spectra.

**Q:** I have one objection. I was told that a plasmon sits where $\varepsilon_1=\mathrm{Re}\,\varepsilon$ crosses zero. In my model $\varepsilon_1$ never falls below 0.126. So there is no plasmon at 22 eV either.

**A:** The crossing on the real axis is a stricter condition than the existence of the mode. Write $y=\omega^2-\omega_0^2$. Setting $\varepsilon_1=1-\omega_p^2y/(y^2+\gamma^2\omega^2)$ to zero, with $\omega^2=\omega_0^2+y$, gives

$$y^2-(\omega_p^2-\gamma^2)y+\gamma^2\omega_0^2=0.$$

Only $y>0$ can make $\varepsilon_1$ smaller than 1, so we need positive real roots. They require $\omega_p^2-\gamma^2\ge2\gamma\omega_0$. Adding $\omega_0^2+\gamma^2$ to both sides turns this into $\omega_L^2\ge(\omega_0+\gamma)^2$, or

$$\gamma\le\omega_L-\omega_0 .$$

Your limit is 4.43 eV and you chose 5 eV, so the crossing is absent while the loss peak remains. The free longitudinal oscillation has $D=0$ with $E\ne0$, hence $\varepsilon=0$ at a complex frequency. From $\omega^2+i\gamma\omega-\omega_L^2=0$,

$$\omega=\sqrt{\omega_L^2-\gamma^2/4}-\frac{i\gamma}{2},$$

a decaying oscillation whenever $\gamma<2\omega_L$.

**Q:** So the rule is: a peak in $\varepsilon_2$ is not a plasmon, and a peak in $L$ is.

**A:** The second half fails in a dilute gas. Since $\omega_L-\omega_0=\omega_p^2/(\omega_L+\omega_0)$, the two peaks merge as the density falls. At $2.5\times10^{19}$ molecules per cm³, with the damping held at 5 eV for comparison, $\hbar\omega_p$ is 0.525 eV and the peaks differ by 0.007 eV. That loss peak is a molecular excitation.

In the opposite limit $\omega_0=0$, free carriers, $\varepsilon_2=\omega_p^2\gamma/[\omega(\omega^2+\gamma^2)]$ falls steadily and has no peak at finite frequency, while $\omega_L=\omega_p$. There the restoring force is wholly collective. In your liquid the macroscopic field supplies $\omega_p^2/\omega_L^2=0.36$ of the restoring constant $\omega_L^2$. Part of this is offset by the Lorentz correction already contained in $\omega_0^2$: since $\omega_L^2=\omega_a^2+\tfrac23\omega_p^2$, the net share due to the other molecules is $\tfrac23\omega_p^2/\omega_L^2=0.24$. The mode is mixed, and the word "plasmon" should be used with that in mind.

**Q:** And the first half? Can light never excite such a collective mode?

**A:** It can in a small particle. In a sphere much smaller than the wavelength, surface charge produces the field $-p/3$, so $E=E_{\rm ext}-p/3$ and the resonance moves to $\sqrt{\omega_0^2+\omega_p^2/3}$. For free carriers this is $\omega_p/\sqrt3$, a collective resonance seen in absorption. For your methane model it equals $\omega_a$, 19.3 eV, because the sphere's field cancels the Lorentz correction. The statement about absorption maxima therefore concerns $\varepsilon_2$ of the bulk, not the absorption of every sample.

**Q:** Would you expect a measured loss peak at 22 eV in real liquid methane?

**A:** Not on this evidence. One weak assumption is the single line, since a real molecule has many transitions and a continuum. I replaced your line by the full time-dependent Hartree–Fock spectrum of the molecule, keeping density, damping and local-field correction fixed. In the aug-cc-pVDZ basis the highest maximum of $\varepsilon_2$ is then at 15.0 eV and that of $L$ at 17.8 eV. The loss peak still lies above the absorption peak, but neither position is a prediction for the liquid.

One reason is the finite basis, which represents the continuum by a few discrete levels. In aug-cc-pVTZ and aug-cc-pVQZ the highest maximum of $\varepsilon_2$ moves to 13.9 and 13.6 eV and that of $L$ to 16.2 and 18.5 eV. In the largest basis three loss maxima, at 15.9, 18.5 and 24.3 eV, are of nearly equal height. Without diffuse functions the highest loss maximum jumps above 25 eV. The loss peak stays above the absorption peak in each of these bases, but the four maxima that $L$ has between 5 and 60 eV in aug-cc-pVDZ are not reliable in position or height. This calculation also leaves out electron correlation, and the 5 eV damping is still a choice.

I also estimated some other effects that the one-line model neglects:

- For a 100 keV beam collected up to 5 mrad, the angular factor lowers the one-line loss peak by 0.04 eV.
- The recoil energy of a free electron at the edge of that aperture is 2.7 eV. It warns that the local response is doubtful at the largest angles, but it is not itself a peak shift.
- Cherenkov emission would need $\varepsilon_1>c^2/v^2=3.33$, and the model reaches 2.16.
- The carbon core adds less than $10^{-3}$ to $\varepsilon$, and the thermal energy at 110 K is 0.01 eV.

**Q:** Then I shall relabel the 17.5 eV maximum as the peak of the model's transverse $\varepsilon_2$, and compute $L$ from both parts of $\varepsilon$ before I predict any loss spectrum.

**A:** Yes, and quote the 22 eV as the result of a one-line model. Keep the attenuation of light per length in the bulk apart from both: it is proportional to $\omega\,\mathrm{Im}\sqrt{\varepsilon}$, which in this model peaks at 18.6 eV. The remaining values are in the numerical output below.

## Calculated quantities

```
C-H length (input): 1.087 angstrom
RHF polarizability, finite field: 15.930 a.u.
same from TDHF spectrum: 15.929 a.u.
liquid density (rough input): 1.60e+22 cm^-3
valence electrons per molecule: 8
damping g (input): 5.00 eV
plasma energy Ep: 13.29 eV
molecular resonance Ea: 19.28 eV
transverse resonance E0: 17.69 eV
longitudinal resonance EL: 22.13 eV
EL as wavelength: 56.0 nm
peak of Im eps: 17.52 eV
peak of loss function: 21.98 eV
weak-damping estimate of loss peak: 21.98 eV
kick at fixed E, scan maximum: 17.5 eV
kick at fixed D, scan maximum: 22.0 eV
Im eps at E0: 1.995
|eps|^2 at E0: 4.980
loss function at E0: 0.401
Im eps at EL: 0.450
|eps|^2 at EL: 0.282
loss function at EL: 1.595
field share of restoring force Ep^2/EL^2: 0.361
largest g with a real zero of Re eps: 4.43 eV
minimum of Re eps: 0.126
sum rule, absorption: 277.23 eV^2
sum rule, loss: 277.23 eV^2
lattice shift, longitudinal: 0.66667 Ep^2
lattice shift, transverse: -0.33333 Ep^2
gas density (rough input): 2.50e+19 cm^-3
gas plasma energy: 0.525 eV
gas loss peak minus absorption peak: 0.0072 eV
TDHF total oscillator strength: 8.64
TDHF lowest bright excitation: 11.04 eV
TDHF liquid, peak of Im eps: 14.96 eV
TDHF liquid, peak of loss: 17.76 eV
TDHF liquid, loss maxima in 5-60 eV: 4
core orbital energy, sign reversed: 305.2 eV
core contribution to eps: 4.7e-04
beam energy (input): 100 keV
collection angle (input): 5.0 mrad
peak shift by angular factor: -0.038 eV
recoil energy at collection edge: 2.74 eV
maximum of Re eps: 2.162
Cherenkov threshold for Re eps: 3.327
thermal energy at 110 K: 0.0095 eV
```
